**Cabrera-Mott growth in logarithmic time, compared with the exact quadrature**

The program integrates $dX/dt=u_0e^{X_1/X}$, where $X$ is the oxide thickness, $u_0$ the zero-field rate and $X_1$ the field length. It uses $w=\ln(1+t/t_s)$ and $y=X_1/X_0-X_1/X$, where $X_0$ is the initial thickness and $t_s$ the initial decay time of the growth rate. The computed thickness is inserted into $t=[XE_2(X_1/X)-X_0E_2(X_1/X_0)]/u_0$, with $E_2$ the exponential integral of order two, and the times are compared. The program asserts that this closed form agrees with direct quadrature, that the slope $dy/dw$ stays within its derived bounds and falls steadily, and that the method shows third order. It also asserts that the local error estimate agrees with the quadrature within 10%, that small disturbances decay as predicted, and that the total clock error stays below three tolerances. In the example the film grows from 0.5 nm to 2.48 nm in $10^8$ s, while the inverse-logarithmic law gives 4.71 nm. At a tolerance of $10^{-9}$ per unit of $w$ the integration takes 1021 steps, against 5354 in linear time, and the largest clock error is $9.3\times10^{-10}$.

## Numerical verification

```python
"""Cabrera-Mott film growth over many decades of time.

Result under test: dX/dt = u0*exp(X1/X), X(0) = X0, becomes
    dy/dw = exp(w - y) * (1 - y/z0)**2,   y(0) = 0,
with w = ln(1 + t/ts), y = X1/X0 - X1/X, z0 = X1/X0 and
ts = X0**2 / (X1 * initial growth rate).  An adaptive solution must agree with
    t = [X*E2(X1/X) - X0*E2(X1/X0)] / u0   (E2: exponential integral).
X: thickness, t: time, u0: zero-field rate, X1: field length,
z = X1/X, r = dy/dw.  The tolerance is the error allowed per unit of w.
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import k as k_B, e as e_charge

mp.mp.dps = 35

# Model parameters (SI)
T = 300.0
V = 1.0
charge = 2 * e_charge
a = 0.2e-9
W = 1.4 * e_charge
N_sites = 1e19
Omega = 2e-29
nu = 1e13
X0 = 0.5e-9

X1 = charge * a * V / (k_B * T)
u0 = N_sites * Omega * nu * math.exp(-W / (k_B * T))
z0 = X1 / X0
v0 = u0 * math.exp(z0)
ts = X0**2 / (X1 * v0)


def scaled_time(y, start=z0):
    """t/ts from the closed form, for a given y and starting z."""
    zs = mp.mpf(start)
    z = zs - mp.mpf(y)
    return zs**2 * mp.exp(zs) * (mp.expint(2, z) / z - mp.expint(2, zs) / zs)


def clock_error(s, y):
    """ln of (quadrature time + ts)/(solver time + ts), s = t/ts."""
    return float(mp.log((1 + scaled_time(y)) / (1 + mp.mpf(s))))


def slope_log(w, y):
    return math.exp(w - y) * (1 - y / z0)**2


def slope_linear(s, y):
    return math.exp(-y) * (1 - y / z0)**2


def advance_log(w, h):
    return h


def advance_linear(s, h):
    """Advance in w for a step h in s = t/ts."""
    return math.log1p(h / (1 + s))


def third_order_step(f, x, y, h, k1):
    k2 = f(x + h / 2, y + h * k1 / 2)
    k3 = f(x + 3 * h / 4, y + 3 * h * k2 / 4)
    return y + h * (2 * k1 + 3 * k2 + 4 * k3) / 9, k2, k3


def doubled_step(f, x, y, h):
    """Value after two half steps, its estimated error, value after one full step."""
    k1 = f(x, y)
    full = third_order_step(f, x, y, h, k1)[0]
    middle = third_order_step(f, x, y, h / 2, k1)[0]
    x_mid = x + h / 2
    halves = third_order_step(f, x_mid, middle, h / 2, f(x_mid, middle))[0]
    return halves, (full - halves) / 7, full


def adaptive(f, advance, stops, tol, h_max, h=1e-3):
    """Integrate from (0, 0); return accepted nodes, values at stops, rejections."""
    x, y = 0.0, 0.0
    nodes, at_stops, rejected = [], [], 0
    for stop in stops:
        while x < stop:
            cut = h >= stop - x
            step = stop - x if cut else h
            y_new, est, _ = doubled_step(f, x, y, step)
            allowed = tol * advance(x, step)
            factor = 0.9 * (allowed / max(abs(est), 1e-300))**(1 / 3)
            proposal = min(h_max, step * min(2.0, max(0.2, factor)))
            if abs(est) <= allowed:
                x = stop if cut else x + step
                y = y_new
                nodes.append((x, y))
                h = max(h, proposal) if cut else proposal
            else:
                rejected += 1
                h = proposal
        at_stops.append(y)
    return nodes, at_stops, rejected


def fixed(x, y, x_end, n):
    h = (x_end - x) / n
    start = x
    nodes = []
    for i in range(n):
        x = start + i * h
        y = third_order_step(slope_log, x, y, h, slope_log(x, y))[0]
        nodes.append((start + (i + 1) * h, y))
    return nodes


print(f"field length X1 = {X1*1e9:.4f} nm, initial thickness = {X0*1e9:.2f} nm")
print(f"z0 = X1/X0 = {z0:.4f}, thermal energy = {k_B*T/e_charge:.6f} eV")
print(f"zero-field rate u0 = {u0:.4e} m/s, initial rate = {v0:.4e} m/s")
print(f"initial field = {V/X0:.2e} V/m")
print(f"initial lowered barrier = {(W-charge*a*V/X0)/e_charge:.3f} eV")
print(f"clock constant ts = {ts:.4e} s")
assert W > charge * a * V / X0

# Closed form against direct integration of dX/(dX/dt)
worst = 0.0
for X in (0.6e-9, 1.0e-9, 2.0e-9):
    panels = [mp.mpf(X0) + (mp.mpf(X) - mp.mpf(X0)) * i / 8 for i in range(9)]
    direct = mp.quad(lambda s: mp.exp(-mp.mpf(X1) / s), panels) / u0
    closed = scaled_time(mp.mpf(X1) / X0 - mp.mpf(X1) / X) * ts
    worst = max(worst, abs(float(direct / closed - 1)))
    print(f"time to reach {X*1e9:.1f} nm by direct quadrature = {float(direct):.6e} s")
print(f"largest relative difference, closed form to quadrature = {worst:.1e}")
assert worst < 1e-11  # double-precision u0, ts and z0 enter the comparison

# Slope bounds and monotonic fall, from the closed form, for several starts
for start in (5.0, z0, 60.0):
    previous = mp.mpf(1)
    for z in np.linspace(start, 0.5, 60)[1:]:
        y = mp.mpf(start) - mp.mpf(float(z))
        r = (1 + scaled_time(y, start)) * mp.exp(-y) * (mp.mpf(float(z)) / start)**2
        assert mp.mpf(float(z)) / (float(z) + 2) < r < 1
        assert r < previous
        previous = r

# One trial step from the start
h = 0.5
k1 = slope_log(0.0, 0.0)
_, k2, k3 = third_order_step(slope_log, 0.0, 0.0, h, k1)
y_halves, est, y_full = doubled_step(slope_log, 0.0, 0.0, h)
true_error = slope_log(h, y_halves) * clock_error(math.expm1(h), y_halves)
print(f"trial step h = {h}: k1 = {k1:.6f}, k2 = {k2:.6f}, k3 = {k3:.6f}")
print(f"trial step: y full = {y_full:.8f}, y two halves = {y_halves:.8f}")
print(f"trial step: estimated error = {est:.3e}, error by quadrature = {true_error:.3e}")

# Local error estimate against the quadrature, early and late in the growth
h = 0.05
for y_start in (0.0, 10.0, 20.0):
    w_start = float(mp.log(1 + scaled_time(y_start)))
    y_new, est, _ = doubled_step(slope_log, w_start, y_start, h)
    w_new = w_start + h
    true_error = slope_log(w_new, y_new) * clock_error(math.expm1(w_new), y_new)
    print(f"step {h} from y = {y_start:.0f}: estimated error = {est:.3e}, "
          f"by quadrature = {true_error:.3e}")
    assert abs(est / true_error - 1) < 0.10  # next order in h is left out

# Order of the method at constant step
errors = []
for n in (40, 80, 160):
    errors.append(max(abs(clock_error(math.expm1(w), y))
                      for w, y in fixed(0.0, 0.0, 4.0, n)))
    print(f"constant step {4/n:.3f}: largest clock error = {errors[-1]:.3e}")
orders = [math.log2(errors[i] / errors[i + 1]) for i in range(2)]
print(f"observed orders = {orders[0]:.3f}, {orders[1]:.3f}")
assert all(2.6 < p < 3.5 for p in orders)

# Damping of a small disturbance between two values of w
w1, w2, delta = 2.0, 7.0, 1e-4
y1 = fixed(0.0, 0.0, w1, 200)[-1][1]
y2, up, down = [fixed(w1, y1 + d, w2, 500)[-1][1] for d in (0, delta, -delta)]
measured = (up - down) / (2 * delta)
predicted = slope_log(w2, y2) / slope_log(w1, y1) * math.exp(w1 - w2)
print(f"error factor from w = {w1:.0f} to {w2:.0f}: "
      f"measured {measured:.6e}, predicted {predicted:.6e}")
assert abs(measured / predicted - 1) < 1e-4

# Adaptive integration over all decades
times = [10.0**p for p in range(-6, 9)]
log_stops = [math.log1p(t / ts) for t in times]
for tol in (1e-5, 1e-7, 1e-9):
    nodes, y_stops, rejected = adaptive(slope_log, advance_log, log_stops, tol, 1.0)
    error = max(abs(clock_error(math.expm1(w), y)) for w, y in nodes)
    print(f"tolerance {tol:.0e}: {len(nodes)} steps, {rejected} rejected, "
          f"largest clock error = {error:.2e}")
    assert error < 3 * tol  # damping limits the sum to about two tolerances
log_steps = len(nodes)

print("t (s) | X (nm) | relative time deviation | r | inverse-log X (nm)")
for t, w, y in zip(times, log_stops, y_stops):
    X = X1 / (z0 - y)
    deviation = float(scaled_time(y) * ts / t - 1)
    assert w < z0
    X_simple = X1 / (z0 - w)
    assert X_simple > X
    print(f"{t:.0e} | {X*1e9:.6f} | {deviation:.1e} | "
          f"{slope_log(w, y):.5f} | {X_simple*1e9:.6f}")

z_end = z0 - y_stops[-1]
print(f"final w = {log_stops[-1]:.4f}, y = {y_stops[-1]:.4f}, z = {z_end:.4f}")
print(f"final lower slope bound z/(z+2) = {z_end/(z_end+2):.5f}")
print(f"final growth rate = {u0*math.exp(z_end):.4e} m/s")
print(f"final reverse-to-forward jump factor exp(-2z) = {math.exp(-2*z_end):.2e}")
assert math.exp(-2 * z_end) < 1e-3

# Same method and same error allowance per unit of w, in linear time
linear_stops = [t / ts for t in times]
linear_nodes, y_linear, linear_rejected = adaptive(
    slope_linear, advance_linear, linear_stops, 1e-9, math.inf)
linear_error = max(abs(clock_error(s, y)) for s, y in zip(linear_stops, y_linear))
print(f"linear time, tolerance 1e-09: {len(linear_nodes)} steps, "
      f"{linear_rejected} rejected")
print(f"linear time: largest clock error at the table times = {linear_error:.2e}")
print(f"step ratio, linear to logarithmic = {len(linear_nodes)/log_steps:.2f}")
print(f"steps of constant length ts to the final time = {times[-1]/ts:.2e}")
assert linear_error < 3e-9
assert len(linear_nodes) > 3 * log_steps

print("no test failed")
```

Printed output:

```
field length X1 = 15.4727 nm, initial thickness = 0.50 nm
z0 = X1/X0 = 30.9454, thermal energy = 0.025852 eV
zero-field rate u0 = 6.0543e-21 m/s, initial rate = 1.6652e-07 m/s
initial field = 2.00e+09 V/m
initial lowered barrier = 0.600 eV
clock constant ts = 9.7029e-05 s
time to reach 0.6 nm by direct quadrature = 2.249172e-02 s
time to reach 1.0 nm by direct quadrature = 1.813300e+03 s
time to reach 2.0 nm by direct quadrature = 1.509053e+07 s
largest relative difference, closed form to quadrature = 1.1e-15
trial step h = 0.5: k1 = 1.000000, k2 = 0.983908, k3 = 0.982205
trial step: y full = 0.49336358, y two halves = 0.49321397
trial step: estimated error = 2.137e-05, error by quadrature = 1.685e-05
step 0.05 from y = 0: estimated error = 2.357e-09, by quadrature = 2.301e-09
step 0.05 from y = 10: estimated error = 1.073e-10, by quadrature = 1.059e-10
step 0.05 from y = 20: estimated error = 3.088e-10, by quadrature = 3.047e-10
constant step 0.100: largest clock error = 1.164e-06
constant step 0.050: largest clock error = 1.396e-07
constant step 0.025: largest clock error = 1.710e-08
observed orders = 3.059, 3.029
error factor from w = 2 to 7: measured 6.607667e-03, predicted 6.607669e-03
tolerance 1e-05: 62 steps, 0 rejected, largest clock error = 1.07e-05
tolerance 1e-07: 233 steps, 0 rejected, largest clock error = 9.50e-08
tolerance 1e-09: 1021 steps, 0 rejected, largest clock error = 9.25e-10
t (s) | X (nm) | relative time deviation | r | inverse-log X (nm)
1e-06 | 0.500166 | 1.4e-11 | 0.99934 | 0.500166
1e-05 | 0.501585 | 5.8e-10 | 0.99399 | 0.501590
1e-04 | 0.511497 | 7.1e-10 | 0.96785 | 0.511713
1e-03 | 0.540696 | 7.5e-10 | 0.94148 | 0.542520
1e-02 | 0.583041 | 7.7e-10 | 0.93260 | 0.588306
1e-01 | 0.633988 | 7.8e-10 | 0.92680 | 0.644521
1e+00 | 0.694493 | 7.9e-10 | 0.92054 | 0.712870
1e+01 | 0.767198 | 7.9e-10 | 0.91322 | 0.797468
1e+02 | 0.856039 | 8.0e-10 | 0.90450 | 0.904851
1e+03 | 0.966813 | 8.2e-10 | 0.89395 | 1.045655
1e+04 | 1.108371 | 8.2e-10 | 0.88094 | 1.238356
1e+05 | 1.294840 | 8.4e-10 | 0.86457 | 1.518128
1e+06 | 1.550061 | 8.5e-10 | 0.84344 | 1.961208
1e+07 | 1.917163 | 8.8e-10 | 0.81534 | 2.769517
1e+08 | 2.481457 | 9.2e-10 | 0.77658 | 4.711254
final w = 27.6612, y = 24.7101, z = 6.2353
final lower slope bound z/(z+2) = 0.75714
final growth rate = 3.0905e-18 m/s
final reverse-to-forward jump factor exp(-2z) = 3.84e-06
linear time, tolerance 1e-09: 5354 steps, 0 rejected
linear time: largest clock error at the table times = 9.04e-10
step ratio, linear to logarithmic = 5.24
steps of constant length ts to the final time = 1.03e+12
no test failed
```
